\section*{Tilted Dividing Lines and the Transition-State Rate at a Harmonic Saddle}

\section{The problem}

An atom of mass $m$ hops between two sites. It moves in the plane, with the same mass for both coordinates, and near the saddle its potential energy is
\begin{equation}
V(x,y)=V_0-\tfrac12 k_b x^2+\tfrac12 k_s y^2,\qquad k_b,k_s>0 .
\label{eq:saddle}
\end{equation}
The reactant lies at negative $x$, the product at positive $x$. The corresponding angular frequencies are $\omega_b=\sqrt{k_b/m}$ and $\omega_s=\sqrt{k_s/m}$.

Transition-state theory counts the equilibrium flux from reactant to product through a dividing line. The natural choice is $x=0$. Suppose instead that a straight line through the saddle is used, with its normal tilted by $\theta$ from the $x$ axis, $0\le\theta<90^\circ$. Find $R(\theta)=k(\theta)/k(0)$, the ratio of the two transition-state rates, in the harmonic approximation. Is there an angle at which this estimate diverges, and what happens there to the actual hopping rate? Motion is classical, and temperature and potential are held fixed as the line is turned.

For numbers, take a copper atom in a tantalum nitride diffusion barrier at $700$ K, with rough model values: $V_0=1$ eV, a distance $a=0.15$ nm from saddle to site, and $k_s=350$ eV/nm$^2$. Along the hop use the double well
\begin{equation}
U(x)=V_0\left(1-\frac{x^2}{a^2}\right)^2
=V_0-\frac{2V_0}{a^2}x^2+\frac{V_0}{a^4}x^4 .
\label{eq:well}
\end{equation}
Comparing the quadratic term with $-k_bx^2/2$ gives $k_b=4V_0/a^2=177.8$ eV/nm$^2$.

\section{A tempting solution}

Let $s$ be the position along the line. The hop proceeds along $x$, so an element $ds$ presents the projected width $ds\cos\theta=dy$ to the stream of atoms. The line passes through the saddle, where the energy is $V_0$, and displacements along it cost the transverse energy $k_sy^2/2$. The flux is then proportional to
\begin{equation}
\langle v_x\rangle_+\int_{-\infty}^{\infty}dy\,e^{-k_sy^2/2k_BT},
\label{eq:wrong}
\end{equation}
where $\langle v_x\rangle_+$ is the thermal mean of $v_x$ with negative values set to zero. Nothing in this expression depends on $\theta$. The conclusion would be $R=1$ at every tilt, with no divergence.

\section{Where it fails}

There are two faults. First, an atom crosses the tilted line in the forward direction when its \emph{normal} velocity is positive, whatever the sign of $v_x$. Motion along $y$ therefore produces crossings too, and (\ref{eq:wrong}) omits them. Secondly, a point on the tilted line has $x\ne0$. Its energy contains the negative term $-k_bx^2/2$, so it lies lower than the point of the line $x=0$ with the same $y$, and atoms are more numerous there than (\ref{eq:wrong}) assumes.

\section{The correct transition-state rate}

The unit normal is $(\cos\theta,\sin\theta)$, pointing to the product side. Points on the line are
\begin{equation}
x=-s\sin\theta,\qquad y=s\cos\theta ,
\label{eq:line}
\end{equation}
and the normal velocity is $v_n=v_x\cos\theta+v_y\sin\theta$. Because the masses are equal, the Maxwell distribution is isotropic, and $v_n$ has the same Gaussian distribution at every $\theta$:
\begin{align}
\langle v_n\rangle_+
&=\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty dv\,v\,e^{-mv^2/2k_BT}\nonumber\\
&=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .
\label{eq:velocity}
\end{align}
With $Z_R$ the configuration integral of the reactant well, the one-way flux per reactant atom is
\begin{equation}
k(\theta)=\frac{\langle v_n\rangle_+}{Z_R}\int ds\,e^{-V(s)/k_BT}.
\label{eq:rate}
\end{equation}
Inserting (\ref{eq:line}) in (\ref{eq:saddle}) gives
\begin{equation}
V(s)=V_0+\tfrac12k_\theta s^2,\qquad
k_\theta=k_s\cos^2\theta-k_b\sin^2\theta .
\label{eq:curvature}
\end{equation}
For $k_\theta>0$ the Gaussian integral is $e^{-V_0/k_BT}\sqrt{2\pi k_BT/k_\theta}$. At zero tilt $k_\theta=k_s$. The velocity factor, $Z_R$ and the exponential cancel in the ratio:
\begin{equation}
R(\theta)=\sqrt{\frac{k_s}{k_\theta}}
=\frac{1}{\sqrt{\cos^2\theta-(k_b/k_s)\sin^2\theta}} .
\label{eq:R}
\end{equation}
Taking $\cos\theta$ out of the root separates the two faults:
\begin{equation}
R=\frac1{\cos\theta}\times\frac1{\sqrt{1-(k_b/k_s)\tan^2\theta}} .
\end{equation}
The first factor restores the crossings due to $v_y$, the second the lowering of the energy by $-k_bx^2/2$. At $30^\circ$, with $k_b/k_s=0.508$, they are $1.155$ and $1.097$, with product $1.267$.

The estimate diverges when $k_\theta$ falls to zero:
\begin{equation}
\tan\theta_c=\sqrt{\frac{k_s}{k_b}}=\frac{\omega_s}{\omega_b}.
\label{eq:critical}
\end{equation}
Here the line follows a direction of zero curvature. Its integrand is constant, so the integral is proportional to the length of line included. For $\theta>\theta_c$ the integrand grows with $|s|$, and (\ref{eq:R}) has no meaning. A stiff transverse valley ($k_s\gg k_b$) pushes $\theta_c$ towards $90^\circ$; a sharp barrier in a soft valley ($k_b\gg k_s$) brings it towards zero. For $k_b=k_s$ it is $45^\circ$.

To see the effect of a small tilt, put $\cos^2\theta=1-\sin^2\theta$ in (\ref{eq:R}):
\begin{equation}
R=\left[1-\left(1+\frac{k_b}{k_s}\right)\sin^2\theta\right]^{-1/2}
\simeq1+\frac12\left(1+\frac{k_b}{k_s}\right)\theta^2 ,
\end{equation}
with $\theta$ in radians in the last form. The error starts at second order. Solving the first form for a tolerated inflation $R$ gives
\begin{equation}
\sin^2\theta=\frac{1-R^{-2}}{1+k_b/k_s}.
\label{eq:tolerance}
\end{equation}

\section{The actual rate does not change}

Each forward crossing in the excess flux is offset by a backward crossing of the same atom, so the excess adds nothing to the number of reactions. To show this, weight each crossing by its fate. In the harmonic saddle
\begin{equation}
x(t)=\tfrac12\left(x+\frac{v_x}{\omega_b}\right)e^{\omega_bt}
+\tfrac12\left(x-\frac{v_x}{\omega_b}\right)e^{-\omega_bt},
\end{equation}
while $y(t)$ stays bounded. The atom ends on the product side if $v_x>-\omega_bx=\omega_bs\sin\theta$. Count the crossings of such atoms with their sign, forward positive and backward negative. An atom that came from the reactant contributes $+1$ in total, and one that came from the product contributes zero. The signed sum is therefore the reactive flux.

At fixed $s$, take the thermal average of $v_n$ over all atoms, with the contribution of those that do not end on the product side set to zero. The fate does not depend on $v_y$, so the term $v_y\sin\theta$ averages to zero. What remains is
\begin{align}
&\cos\theta\sqrt{\frac{m}{2\pi k_BT}}
\int_{\omega_bs\sin\theta}^{\infty}dv_x\,v_xe^{-mv_x^2/2k_BT}\nonumber\\
&\qquad=\cos\theta\sqrt{\frac{k_BT}{2\pi m}}\;
e^{-k_bs^2\sin^2\theta/2k_BT},
\end{align}
since $m\omega_b^2=k_b$. The Boltzmann factor on the line contains $e^{+k_bs^2\sin^2\theta/2k_BT}$, which this cancels. The integral over $s$ is then
\begin{equation}
\cos\theta\int_{-\infty}^{\infty}ds\,e^{-k_ss^2\cos^2\theta/2k_BT}
=\sqrt{\frac{2\pi k_BT}{k_s}},
\end{equation}
the value at zero tilt. The transmission coefficient, reactive flux divided by transition-state flux, is thus $\kappa=1/R$ for $\theta<\theta_c$.

This also explains the appeal of (\ref{eq:wrong}): it is the reactive flux, in which the useless crossings have dropped out. It is a wrong answer to the question about the transition-state rate, which counts every forward crossing.

\section{What replaces the divergence}

In the double well the energy on the line acquires a quartic term:
\begin{equation}
V(s)=V_0+\tfrac12k_\theta s^2+Bs^4,\qquad
B=\frac{V_0\sin^4\theta}{a^4}.
\label{eq:quartic}
\end{equation}

\textbf{Below $\theta_c$.} Expand $e^{-Bs^4/k_BT}\simeq1-Bs^4/k_BT$ and use the Gaussian average $\langle s^4\rangle=3(k_BT/k_\theta)^2$. The relative change of $R$ is $-3Bk_BT/k_\theta^2$. The harmonic formula requires this to be small, a condition that fails before $\theta_c$ is reached.

\textbf{At $\theta_c$.} Only the quartic term remains. With $t=Bs^4/k_BT$,
\begin{align}
\int_{-\infty}^{\infty}ds\,e^{-Bs^4/k_BT}
&=2\left(\frac{k_BT}{B}\right)^{1/4}\frac14\int_0^\infty dt\,t^{-3/4}e^{-t}\nonumber\\
&=2\,\Gamma(5/4)\left(\frac{k_BT}{B}\right)^{1/4},
\end{align}
because $\Gamma(1/4)/4=\Gamma(5/4)$. Division by the integral at zero tilt, $\sqrt{2\pi k_BT/k_s}$, gives
\begin{equation}
R(\theta_c)=2\,\Gamma(5/4)\frac{a}{\sin\theta_c}
\left(\frac{k_BT}{V_0}\right)^{1/4}\sqrt{\frac{k_s}{2\pi k_BT}} .
\label{eq:Rc}
\end{equation}
This is finite and varies as $T^{-1/4}$.

\textbf{Beyond $\theta_c$.} Now $k_\theta<0$. Setting $dV/ds=k_\theta s+4Bs^3=0$ gives two minima at $s^2=|k_\theta|/4B$. They lie below the saddle by
\begin{equation}
D=\frac{|k_\theta|}{2}\frac{|k_\theta|}{4B}-B\frac{k_\theta^2}{16B^2}
=\frac{k_\theta^2}{16B},
\end{equation}
and the curvature there is $k_\theta+12Bs^2=2|k_\theta|$. When $D\gg k_BT$, a Gaussian integral about each minimum yields
\begin{equation}
R\simeq2\sqrt{\frac{k_s}{2|k_\theta|}}\;e^{D/k_BT}.
\label{eq:beyond}
\end{equation}
The line still separates the sites at $(\pm a,0)$, because their normal distances from it, $\pm a\cos\theta$, have opposite signs. Up to the $70^\circ$ used below it is a legitimate dividing line, but a very poor one; close to $90^\circ$ it cuts through the wells themselves.

\section{Numbers for the copper hop}

At $700$ K, $k_BT=0.0603$ eV. The curvature of $U$ at a site is $8V_0/a^2$, which gives a well frequency $\omega_0=23.2$ rad/ps. With a harmonic reactant well,
\[
Z_R=\frac{2\pi k_BT}{\sqrt{(8V_0/a^2)k_s}},\qquad
k(0)=\frac{\omega_0}{2\pi}e^{-V_0/k_BT}=2.33\times10^5\ \mathrm{s}^{-1}.
\]
A line tilted by $30^\circ$ raises the harmonic estimate to $1.267$ times this, $2.96\times10^5$ s$^{-1}$.

From (\ref{eq:critical}), $\tan\theta_c=\sqrt{350/177.8}=1.403$, so $\theta_c=54.5^\circ$. An inflation of $10\,\%$ is reached at $\sin^2\theta=(1-1/1.21)/1.508=0.115$, or $\theta=19.8^\circ$. Numerical integration along the line gives the double-well column below.

\begin{center}
\begin{tabular}{ccc}
$\theta$ & $R$, harmonic & $R$, double well\\
\hline
$10^\circ$ & 1.024 & 1.024\\
$20^\circ$ & 1.102 & 1.102\\
$30^\circ$ & 1.267 & 1.266\\
$40^\circ$ & 1.629 & 1.623\\
$50^\circ$ & 2.95 & 2.78\\
$\theta_c=54.52^\circ$ & diverges & 5.03\\
$60^\circ$ & --- & 31.2\\
$70^\circ$ & --- & $2.16\times10^4$
\end{tabular}
\end{center}

At $40^\circ$ the first-order quartic correction is $-0.35\,\%$, in agreement with the table. At $70^\circ$ the line dips $D=0.546$ eV below the saddle; with $k_\theta=-116$ eV/nm$^2$, (\ref{eq:beyond}) gives $2.1\times10^4$. The steep rise therefore comes mainly from the Boltzmann factor of the dip. At $60^\circ$, where $D=0.118$ eV is about $2k_BT$, the same estimate gives $28$ instead of $31$.

The recrossing argument was also tested with classical trajectories in the double well, started on the tilted line with thermal, flux-weighted velocities. Each atom was assigned to the side on which its $x$ motion first turned, which assumes that it thermalises there. At $30^\circ$ they gave $\kappa=0.787\pm0.002$, against $1/R=0.790$; at $60^\circ$, $0.0319\pm0.0007$ against $0.0320$. The double well is symmetric under inversion, so the fractions of forward and of backward crossings that end in the product sum to one and equal $(1\pm\kappa)/2$. At $60^\circ$ these are $52\,\%$ and $48\,\%$: the direction of crossing says almost nothing about the outcome.

\section{Bearing on a real barrier layer}

The temperature, about $430\,^\circ$C, is in the rough range of an interconnect anneal. The energy and lengths are plausible magnitudes for an atomic hop, not a computed TaN potential. The absolute rate does not describe a working barrier: with hop length $2a$, $D=k(0)(2a)^2\approx2\times10^4$ nm$^2$/s, so a copper atom already inside would cross $3$ nm in about $0.2$ ms. To delay that to half an hour by slow hopping alone would take a barrier of about $2$ eV. Real films contain grain boundaries and varied sites, so one barrier height is a simplification. A change of $0.1$ eV in $V_0$ alone, at fixed frequencies, multiplies the rate by $e^{\pm0.1/0.0603}$, a factor of about $5$ either way, far more than a $30^\circ$ tilt changes the transition-state estimate.

For the tilt itself, one assumption that fails in a real film is the rigid host. Let one tantalum neighbour have displacement $q$ and add $\frac12k_hq^2-gxq$ to (\ref{eq:saddle}), with assumed values $k_h=1000$ and $g=200$ eV/nm$^2$. Completing the square,
\begin{equation}
\tfrac12k_hq^2-gxq=\tfrac12k_h\left(q-\frac{gx}{k_h}\right)^2-\frac{g^2}{2k_h}x^2 ,
\end{equation}
so integration over $q$ replaces $k_b$ in $k_\theta$ by $k_b+g^2/k_h=217.8$ eV/nm$^2$. The critical angle falls from $54.5^\circ$ to $51.7^\circ$. The unstable motion now includes the neighbour, so even the surface $x=0$ is tilted in the space of all three coordinates. Relative to the plane normal to the unstable mode in mass-weighted coordinates, its rate is inflated by $3.5\,\%$; at $30^\circ$ the inflation is $34\,\%$, compared with $27\,\%$ for the rigid host. The saddle energy was held fixed, so these figures leave out any change of barrier height by relaxation. That change can be far larger: the same coupling added to the double well (\ref{eq:well}) deepens the sites and raises the barrier from $1.0$ to $1.5$ eV.

Two further effects are smaller than the $3.5\,\%$ found with this assumed coupling; a weaker coupling or a lighter neighbour reverses the order (the $3.5\,\%$ falls to $1.2\,\%$ at $g\approx114$ eV/nm$^2$, and to $0.4\,\%$ for a neighbour with the mass of nitrogen and the same springs). Anharmonicity of the reactant well lowers $k(0)$ by $1.2\,\%$ and cancels in $R$. Harmonic quantum corrections, for tunnelling and the quantised well mode together, raise $k(0)$ by $0.4\,\%$. The values behind these comparisons are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 700 K; kT: 0.06032 eV
Barrier V0: 1.00 eV; half hop length a: 0.150 nm
Copper mass: 63.546 u
Unstable spring kb: 177.78 eV/nm^2; transverse ks: 350.0 eV/nm^2
Ratio kb/ks: 0.5079
omega_b: 16.430 rad/ps; omega_s: 23.053 rad/ps
Well frequency omega_0: 23.235 rad/ps
hbar omega_b: 10.81 meV; hbar omega_s: 15.17 meV
Mean positive normal velocity: 0.1207 nm/ps
Harmonic hop rate at zero tilt: 2.3349e+05 1/s
Hop rate with anharmonic well: 2.3068e+05 1/s
Critical angle, formula: 54.523 degrees
Critical angle, numerical: 54.523 degrees
Angle for 10 percent inflation: 19.831 degrees
Harmonic integral growth at theta_c, line doubled: 2.0000
Tilt 10 deg: line curvature 334.09 eV/nm^2, R harmonic 1.0235, R double well 1.0236
Tilt 20 deg: line curvature 288.26 eV/nm^2, R harmonic 1.1019, R double well 1.1019
Tilt 30 deg: line curvature 218.06 eV/nm^2, R harmonic 1.2669, R double well 1.2664
Tilt 40 deg: line curvature 131.93 eV/nm^2, R harmonic 1.6287, R double well 1.6232
Tilt 50 deg: line curvature 40.29 eV/nm^2, R harmonic 2.9475, R double well 2.7825
R double well at theta_c: 5.0288
Tilt 60 deg: R double well 31.228, lowest point below saddle 0.1182 eV
Tilt 70 deg: R double well 21605.144, lowest point below saddle 0.5464 eV
Harmonic rate at 30 deg tilt: 2.9582e+05 1/s
First-order quartic shift of R at 30 deg: -0.0470 percent
First-order quartic shift of R at 40 deg: -0.3506 percent
Trajectories 30 deg: kappa 0.7872 +/- 0.0015, 1/R 0.7897
  product fraction: forward 0.8928, backward 0.1055
Trajectories 60 deg: kappa 0.0319 +/- 0.0007, 1/R 0.0320
  product fraction: forward 0.5171, backward 0.4853
Well anharmonicity factor on rate: 0.9880
Barrier tunnelling factor: 1.00134
Quantised well factor: 1.00268
Combined quantum factor: 1.00402
Tunnelling crossover temperature: 19.97 K
Host mass: 180.948 u; host spring: 1000 eV/nm^2
Host coupling: 200 eV/nm^2
Inflation with moving host, zero tilt: 1.0355
Inflation with moving host, 30 deg: 1.3430
Critical angle with moving host: 51.733 degrees
\end{verbatim}
